# Lamb shift and 2S hyperfine splitting from two muonic-hydrogen lines

## Problem

Two lines of muonic hydrogen have been measured and assigned:

- \(\nu_t=49881.35\) GHz, from \(2S_{1/2}(F=1)\) to \(2P_{3/2}(F=2)\);
- \(\nu_s=54611.16\) GHz, from \(2S_{1/2}(F=0)\) to \(2P_{3/2}(F=1)\).

Calculate the 2P structure, then find the Lamb shift \(L=E(2P_{1/2})-E(2S_{1/2})\) and the 2S hyperfine splitting \(H=E(F=1)-E(F=0)\).

In \(L\), each energy is a hyperfine centroid, the average weighted by \(2F+1\). The \(2P_{1/2}\) centroid is taken before the hyperfine interaction mixes it with \(2P_{3/2}\).

Units are \(\hbar=c=1\) in the derivation and meV in the results. The inputs are \(m=105.65838\) MeV, \(M=938.27209\) MeV, \(m_e=0.510999\) MeV, \(m_r=94.96447\) MeV, \(1/\alpha=137.035999\), \(a=0.00116592\) and \(\kappa=1.7928473\). The muon has mass \(m\), spin \(\mathbf S\) and magnetic anomaly \(a\); the proton has \(M\), \(\mathbf I\) and \(\kappa\). The reduced mass is \(m_r\), \(\mathbf r=r\mathbf n\) points from proton to muon, and \(\mathbf J=\mathbf L+\mathbf S\), \(\mathbf F=\mathbf J+\mathbf I\).

## Hints

1. Write both line energies in terms of \(L\), \(H\) and the 2P levels. Which average removes \(H\)?
2. The 2P structure follows from the spin-dependent part of one-photon exchange. Keep the potential \(V(r)\) general, so that vacuum polarization can be included.
3. For fixed \(j\), replace each vector operator by its projection on \(\mathbf J\).
4. Two 2P levels have \(F=1\). They repel each other.

## Solution

### 1. Two equations for two unknowns

Let \(D\) be the 2P fine splitting, \(D_3\) and \(D_1\) the unmixed hyperfine splittings of \(2P_{3/2}\) and \(2P_{1/2}\), and \(\delta\) the upward shift of \(2P_{3/2}(F=1)\) by mixing.

A centroid is unchanged by hyperfine splitting. The 2S levels therefore lie at \(+H/4\) (three states) and \(-3H/4\) (one state) from theirs. For \(2P_{3/2}\), with five and three states, the shifts are \(+3D_3/8\) and \(-5D_3/8\). Hence

\[
h\nu_t=L+D+\tfrac38D_3-\tfrac14H,\qquad
h\nu_s=L+D-\tfrac58D_3+\delta+\tfrac34H .
\]

In \((h\nu_s+3h\nu_t)/4\) the \(H\) terms cancel, and \(D_3\) has the coefficient \((-5+9)/32=1/8\). Subtracting the lines removes \(L\) and \(D\). Thus

\[
L=\frac{h(\nu_s+3\nu_t)}4-D-\frac{D_3}8-\frac\delta4,\qquad
H=h(\nu_s-\nu_t)+D_3-\delta .
\]

The lines alone fix neither unknown: \(D\), \(D_3\) and \(\delta\) must be calculated.

### 2. The spin-dependent interaction

In the centre-of-mass frame the muon goes from \(\mathbf p\) to \(\mathbf p'=\mathbf p+\mathbf q\), and the proton from \(-\mathbf p\) to \(-\mathbf p'\). For elastic scattering no energy is transferred, and the exchange amplitude is

\[
\tilde V(q)\,(\rho_\mu\rho_p-\mathbf j_\mu\cdot\mathbf j_p),
\]

where \(\tilde V=-4\pi\alpha/q^2\) for the Coulomb potential. The Dirac spinor is, to the order needed, \((\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi/2m)\). The product of lower components gives the density

\[
\frac{(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)}{4m^2}
\to \frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2}
=\frac{i\mathbf S\cdot(\mathbf q\times\mathbf p)}{2m^2},
\]

where the arrow keeps the spin-dependent part. The anomaly adds the vertex \((ia/2m)\sigma^{\mu\nu}q_\nu\). Its density is

\[
\frac{a}{4m^2}\big[(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf q)\big]
\to\frac{2a\,i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)}{4m^2},
\]

which is \(2a\) times the Dirac term. The current is

\[
\mathbf j_\mu=\frac{\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p')\boldsymbol\sigma}{2m}+\text{anomaly}
=\frac{\mathbf p+\mathbf p'}{2m}+\frac{i(1+a)}m\,\mathbf S\times\mathbf q .
\]

For the proton all momenta change sign:

\[
\mathbf j_p=-\frac{\mathbf p+\mathbf p'}{2M}-\frac{i(1+\kappa)}M\,\mathbf I\times\mathbf q .
\]

Since \((\mathbf S\times\mathbf q)\cdot(\mathbf p+\mathbf p')=2\mathbf S\cdot(\mathbf q\times\mathbf p)\), the spin-dependent factor multiplying \(\tilde V\) is

\[
i f_S\,\mathbf S\cdot(\mathbf q\times\mathbf p)+i f_I\,\mathbf I\cdot(\mathbf q\times\mathbf p)
-f\,[q^2\,\mathbf S\cdot\mathbf I-(\mathbf S\cdot\mathbf q)(\mathbf I\cdot\mathbf q)],
\]

\[
f_S=\frac{1+2a}{2m^2}+\frac{1+a}{mM},\quad
f_I=\frac{1+2\kappa}{2M^2}+\frac{1+\kappa}{mM},\quad
f=\frac{(1+a)(1+\kappa)}{mM}.
\]

A test with full Dirac spinors at momentum \(10^{-3}m\) agrees to \(6\times10^{-7}\), relative to the largest matrix element of this expression.

In position space \(i\mathbf q\tilde V\) becomes \(\nabla V=\mathbf nV'\), and \(-q_iq_j\tilde V\) becomes \(\partial_i\partial_jV\). Since \(\mathbf r\times\mathbf p=\mathbf L\),

\[
U=\frac{V'}r(f_S\,\mathbf L\cdot\mathbf S+f_I\,\mathbf L\cdot\mathbf I)
+f\,[\mathbf S\cdot\mathbf I\,\nabla^2V-S_iI_j\partial_i\partial_jV].
\]

Now use \(\partial_i\partial_jV=\delta_{ij}V'/r+n_in_j(V''-V'/r)\), and define \(T=3(\mathbf S\cdot\mathbf n)(\mathbf I\cdot\mathbf n)-\mathbf S\cdot\mathbf I\). The last bracket becomes

\[
\tfrac23\nabla^2V\;\mathbf S\cdot\mathbf I+\tfrac13\Big(\frac{V'}r-V''\Big)T .
\]

### 3. Vacuum polarization and radial averages

The one-loop electron correction multiplies \(\tilde V\) by \(1+\Pi\). Its standard form, taken here as input, is

\[
\Pi(q)=\frac{2\alpha}\pi\int_0^1dz\,z(1-z)\ln\!\Big[1+\frac{z(1-z)q^2}{m_e^2}\Big].
\]

Put \(z=(1+v)/2\), integrate by parts in \(v\) (the boundary terms vanish), and set \(1-v^2=1/t^2\). This gives

\[
\Pi=\int_1^\infty dt\,w(t)\frac{q^2}{q^2+4m_e^2t^2},\quad
w=\frac{2\alpha}{3\pi}\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.
\]

Each \(t\) therefore adds a Yukawa potential, and the sum is the Uehling potential:

\[
V(r)=-\frac\alpha r\Big[1+\int_1^\infty dt\,w(t)e^{-2m_ert}\Big].
\]

The atomic length \(1/(\alpha m_r)\) is 0.737 of the electron's reduced Compton wavelength \(1/m_e\), so the range of this correction is comparable with the size of the atom. Its effect on the 2P splittings is nevertheless small, as section 4 shows for \(D\).

Measure length in \(1/(\alpha m_r)\), so \(x=\alpha m_rr\), and energy in \(\alpha^2m_r\). The Coulomb 2P radial density is \(x^4e^{-x}/24\), so

\[
\Big\langle\frac{V'}x\Big\rangle_{\rm Coulomb}=\frac1{24}\int_0^\infty x\,e^{-x}dx=\frac1{24}=0.041667 .
\]

With the Uehling term included both in \(V\) and in the wavefunction, numerical diagonalization gives

\[
\Big\langle\frac{V'}x\Big\rangle=0.041691,\quad
\Big\langle\frac{V'/x-V''}3\Big\rangle=0.041698,\quad
\Big\langle\tfrac23\nabla^2V\Big\rangle=-0.0000135 .
\]

The last average vanishes for a Coulomb potential, because the 2P density is zero at the origin.

Since \(V'/r\) scales as \(\alpha^4m_r^3\), the coefficient of \(\mathbf L\cdot\mathbf S\) is

\[
c_{so}=\alpha^4m_r^3f_S\langle V'/x\rangle
=(2.4285\times10^{-3}\,\mathrm{MeV}^3)(5.4991\times10^{-5}\,\mathrm{MeV}^{-2})(0.041691),
\]

or 5.5678 meV when the unrounded factors are used. In the same way, the coefficients of \(\mathbf L\cdot\mathbf I\), \(T\) and \(\mathbf S\cdot\mathbf I\) are

\[
c_L=3.1161,\quad c_T=2.8562,\quad c_S=-0.0009\ \text{meV}.
\]

### 4. Fine and hyperfine splittings

From \(\mathbf L\cdot\mathbf S=[j(j+1)-2-\tfrac34]/2\), its values are \(1/2\) for \(j=3/2\) and \(-1\) for \(j=1/2\). Thus

\[
D=\tfrac32c_{so}=8.3518\ \text{meV}.
\]

The Coulomb potential alone gives 8.3468 meV.

Within one \(j\), a vector operator \(\mathbf A\) acts as \(\mathbf J\,(\mathbf A\cdot\mathbf J)/[j(j+1)]\). Three vectors are coupled to \(\mathbf I\):

- For \(\mathbf L\), \(\mathbf L\cdot\mathbf J=5/2\) at \(j=3/2\) and \(1\) at \(j=1/2\). The factors are \(2/3\) and \(4/3\).
- For \(\mathbf S=\mathbf J-\mathbf L\), the factors are \(1/3\) and \(-1/3\).
- For \(3(\mathbf S\cdot\mathbf n)\mathbf n-\mathbf S\), use \(\mathbf n\cdot\mathbf L=0\) and \((\mathbf S\cdot\mathbf n)^2=1/4\). The product with \(\mathbf J\) is \(3/4-\mathbf S\cdot\mathbf J\), which is \(-1/2\) and \(1\). The factors are \(-2/15\) and \(4/3\).

The difference of \(\mathbf I\cdot\mathbf J\) between the two \(F\) levels is \(3/4-(-5/4)=2\) for \(j=3/2\), and \(1/4-(-3/4)=1\) for \(j=1/2\). Therefore

\[
D_3=\tfrac43c_L-\tfrac4{15}c_T+\tfrac23c_S=4.1548-0.7616-0.0006=3.3925\ \text{meV},
\]

\[
D_1=\tfrac43c_L+\tfrac43c_T-\tfrac13c_S=4.1548+3.8082+0.0003=7.9633\ \text{meV}.
\]

Here and below, last digits are rounded from unrounded intermediates.

### 5. Mixing of the two \(F=1\) levels

Take total projection \(+1\). Let the first arrow be the muon spin and the second, marked \(p\), the proton spin. The states are

\[
|b\rangle=|\tfrac12,\tfrac12\rangle\uparrow_p,\qquad
|c\rangle=\tfrac{\sqrt3}2|\tfrac32,\tfrac32\rangle\downarrow_p-\tfrac12|\tfrac32,\tfrac12\rangle\uparrow_p,
\]

with \(|\tfrac32,\tfrac32\rangle=Y_{11}\uparrow\) and

\[
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}Y_{11}\downarrow-\sqrt{\tfrac13}Y_{10}\uparrow,\quad
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac13}Y_{11}\downarrow+\sqrt{\tfrac23}Y_{10}\uparrow .
\]

**Spin-spin element.** The \(S_z\) element between the two \(m_j=1/2\) states is \(-\sqrt2/3\), and the \(S_+\) element to \(|\tfrac32,\tfrac32\rangle\) is \(\sqrt{2/3}\). With \(\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12(S_+I_-+S_-I_+)\),

\[
\langle c|\mathbf S\cdot\mathbf I|b\rangle
=\Big(-\tfrac12\Big)\Big(\tfrac12\Big)\Big(-\tfrac{\sqrt2}3\Big)+\tfrac{\sqrt3}2\cdot\tfrac12\sqrt{\tfrac23}
=\tfrac{\sqrt2}{12}+\tfrac{\sqrt2}4=\tfrac{\sqrt2}3 .
\]

**Orbital element.** \(\mathbf J\cdot\mathbf I\) does not change \(j\), so \(\langle c|\mathbf L\cdot\mathbf I|b\rangle=-\sqrt2/3\).

**Tensor element.** Writing out \(\boldsymbol\sigma\cdot\mathbf n\,Y_{00}\uparrow\) gives \(-|\tfrac12,\tfrac12\rangle\). Since \((\boldsymbol\sigma\cdot\mathbf n)^2=1\), it follows that \(\mathbf S\cdot\mathbf n|\tfrac12,\tfrac12\rangle=-\tfrac12Y_{00}\uparrow\). Next, \(n_zY_{00}=\sqrt{1/3}\,Y_{10}\) and \((n_x+in_y)Y_{00}=-\sqrt{2/3}\,Y_{11}\), so

\[
\langle c|\mathbf I\cdot\mathbf n|Y_{00}\uparrow\uparrow_p\rangle
=-\tfrac{\sqrt2}{12}-\tfrac{\sqrt2}4=-\tfrac{\sqrt2}3 .
\]

Hence \(\langle c|T|b\rangle=3(-\tfrac12)(-\tfrac{\sqrt2}3)-\tfrac{\sqrt2}3=\tfrac{\sqrt2}6\). Altogether

\[
W=\frac{\sqrt2}3\Big(-c_L+\frac{c_T}2+c_S\Big)=-0.7962\ \text{meV}.
\]

The unmixed \(F=1\) levels are separated by

\[
g=D-\tfrac58D_3-\tfrac14D_1=4.2406\ \text{meV}.
\]

The two-level matrix with this gap and coupling has eigenvalues at \(\pm\sqrt{g^2/4+W^2}\) about the midpoint. The upper level rises by

\[
\delta=\sqrt{\frac{g^2}4+W^2}-\frac g2=0.1446\ \text{meV},
\]

and the lower one falls by the same amount. For \(|W|\ll g\) this reduces to \(W^2/g\). Diagonalization of the interaction among all twelve 2P states tests these level formulas, including the angular factors.

### 6. Solving for \(L\) and \(H\)

One GHz corresponds to 0.004135668 meV, so

\[
h\nu_t=206.2927\ \text{meV},\qquad h\nu_s=225.8536\ \text{meV}.
\]

Their weighted average is 211.1829 meV and their difference is 19.5609 meV. The 2P contribution to the average is

\[
D+\frac{D_3}8+\frac\delta4=8.3518+0.4241+0.0361=8.8120\ \text{meV}.
\]

Therefore

\[
L=211.1829-8.8120=202.371\ \text{meV},
\]

\[
H=19.5609+3.3925-0.1446=22.809\ \text{meV}.
\]

To two decimals, \(L=202.37\) meV and \(H=22.81\) meV, or about \(4.893\times10^4\) GHz and \(5.515\times10^3\) GHz.

### 7. Reading the result

**Accuracy.** The 2P calculation omits higher relativistic and radiative terms, proton structure in 2P, and hyperfine coupling to other \(n\). As one indication of size, the Dirac fine splitting for a static point nucleus exceeds its leading term by 0.0003 meV. This is not a bound on all omissions, so the third decimal of \(L\) and \(H\) is provisional.

If each line had an independent error of 1 GHz, chosen for illustration, the error of \(L\) would be \(0.004136\sqrt{1/16+9/16}=0.0033\) meV. That of \(H\) would be \(0.004136\sqrt2=0.0058\) meV.

**Mixing.** Setting \(\delta=0\) would give \(L=202.407\) meV and \(H=22.953\) meV. The change in \(H\) is four times that in \(L\), as the coefficients of \(\delta\) require.

**Origin of the Lamb shift.** The Uehling potential adds attraction at short distance, where the 2S state has more density than 2P. In first order it contributes 205.007 meV to \(L\). The extracted value is 2.64 meV smaller; this is the net effect of everything left out of that first-order estimate, including the finite proton size, which weakens the attraction and raises 2S.

## Variation 1: interchanged assignments

*Suppose the two frequencies were attached to the opposite transitions. Could the result reveal it?*

The difference changes sign, while the 2P term does not:

\[
H=-19.5609+3.2480=-16.313\ \text{meV}.
\]

Compare this with the leading theory of the 2S splitting. In an S state the \(\mathbf L\) terms vanish and \(T\) averages to zero. The remaining term has \(\nabla^2V=4\pi\alpha\,\delta^3(\mathbf r)\) and \(|\psi_{2S}(0)|^2=(\alpha m_r)^3/8\pi\). Since \(\mathbf S\cdot\mathbf I\) differs by \(1/4-(-3/4)=1\) between the levels,

\[
H_{\rm Fermi}=f\cdot\tfrac23\cdot4\pi\alpha\cdot\frac{(\alpha m_r)^3}{8\pi}
=\frac{\alpha^4m_r^3f}3=22.832\ \text{meV}.
\]

The sign excludes the interchange. The original assignment gives a value 0.023 meV below this estimate, which omits vacuum polarization and proton structure. The small net difference does not show that each omitted effect is small.

## Variation 2: the mixed \(2P_{1/2}\) centroid

*What is the Lamb shift if it refers to the actual \(2P_{1/2}\) levels, after mixing?*

Mixing lowers the three \(F=1\) states by \(\delta\) and leaves the single \(F=0\) state alone. The centroid of the four states falls by \(3\delta/4\), so

\[
L_{\rm mixed}=L-\tfrac34\delta=202.371-0.108=202.263\ \text{meV}.
\]

The spectrum is the same; the reference energy has changed. A Lamb shift quoted to 0.1 meV or better must therefore state which centroid it uses. The value of \(H\) is unaffected, since it refers to 2S levels alone.

## Table of computed values

```
input line nu_t: 49881.35 GHz
input line nu_s: 54611.16 GHz
muon mass: 105.65838 MeV
proton mass: 938.27209 MeV
electron mass: 0.510999 MeV
reduced mass: 94.96447 MeV
inverse fine-structure constant: 137.035999 (no unit)
muon anomaly a: 0.00116592 (no unit)
proton anomaly kappa: 1.7928473 (no unit)
electron mass / (alpha reduced mass): 0.73738 (no unit)
exchange amplitude, relative mismatch: 6.1e-07 (no unit)
Coulomb average of V'/x: 0.04166667 (scaled)
full average of V'/x: 0.04169148 (scaled)
full average of (V'/x-V'')/3: 0.04169823 (scaled)
full average of 2 Laplacian(V)/3: -0.00001352 (scaled)
coupling c_so: 5.56784 meV
coupling c_L: 3.11607 meV
coupling c_T: 2.85616 meV
coupling c_S: -0.00093 meV
2P fine splitting, Coulomb only: 8.3468 meV
2P fine splitting, with Uehling: 8.3518 meV
2P3/2 hyperfine, Coulomb only: 3.3912 meV
2P3/2 hyperfine, with Uehling: 3.3925 meV
2P1/2 hyperfine, Coulomb only: 7.9576 meV
2P1/2 hyperfine, with Uehling: 7.9633 meV
F=1 mixing element W: -0.7962 meV
F=1 unmixed gap g: 4.2406 meV
mixing shift delta: 0.1446 meV
static fine splitting, Dirac minus leading: 0.00032 meV
one GHz as energy: 0.004135668 meV
energy of nu_t: 206.2927 meV
energy of nu_s: 225.8536 meV
weighted average (s+3t)/4: 211.1829 meV
difference s-t: 19.5609 meV
2P offset in the average: 8.8120 meV
2P offset hfs3-delta in the difference: 3.2480 meV
LAMB SHIFT L: 202.3710 meV
LAMB SHIFT L: 48933.1 GHz
2S HYPERFINE SPLITTING H: 22.8089 meV
2S HYPERFINE SPLITTING H: 5515.2 GHz
rebuilt nu_t from 12-state matrix: 49881.35 GHz
rebuilt nu_s from 12-state matrix: 54611.16 GHz
L if mixing is omitted: 202.4071 meV
H if mixing is omitted: 22.9534 meV
L to the mixed 2P1/2 centroid: 202.2625 meV
H if line assignments are swapped: -16.3130 meV
error of L for 1 GHz error per line: 0.0033 meV
error of H for 1 GHz error per line: 0.0058 meV
first-order Uehling part of L: 205.0074 meV
leading Fermi value of H, with anomaly: 22.8320 meV
```
